\section*{Why a Greek Cross Needs Arms About One Width Long}

\section*{The end contacts}

\textsc{Q.} I measure the sheet resistance of a titanium film with a Greek cross. The formula I use assumes contacts infinitely far away, yet my arms are as long as they are wide and end in metal. Why is the result not badly wrong?

\textsc{A.} Let us first fix the model. The film is uniform, isotropic, ohmic and much thinner than the arm width $w$. The centre is a $w\times w$ square, and each arm has length $L$. Ideal equipotential contacts 1, 2, 3, 4 cover the ends of the right, top, left and bottom arms. A current $I$ enters at 1 and leaves at 2. You measure $R$ and report $R_{\rm rep}$:
\begin{equation}
R=\frac{V_4-V_3}{I},\qquad R_{\rm rep}=\frac{\pi}{\ln2}\,R .
\end{equation}
The current per unit width is $\mathbf K=-\nabla\phi/R_s$, with $R_s$ the sheet resistance. Since $\nabla\cdot\mathbf K=0$, the potential obeys $\nabla^2\phi=0$. No current crosses a free edge, so $\partial_n\phi=0$ there. With $n$ pointing outwards, the current $J_j$ entering through end $j$ satisfies
\begin{equation}
\int\partial_n\phi\,dy=R_sJ_j .
\end{equation}

In an arm, measure $x$ outwards from the mouth and $y$ from the axis. Integrating $\nabla^2\phi=0$ across the arm gives $\bar\phi''=0$ for the width average, because $\partial_y\phi$ vanishes at both edges. So $\bar\phi$ is linear in $x$, and constant if the arm carries no net current. The rest of $\phi$ consists of modes $\cos[n\pi(y/w+1/2)]\,e^{\pm n\pi x/w}$ with $n=1,2,\dots$. The slowest, $n=1$, is
\begin{equation}
\sin(\pi y/w)\,e^{\pm\pi x/w},
\end{equation}
up to a sign. Modes even in $y$ start at $n=2$.

A long arm thus has a voltage between its two edges that dies out as $e^{-\pi x/w}$. A metal contact at $x=L$ shorts what is left of it, of order $e^{-\pi L/w}$. It does so by sending back a field of opposite sign, which must itself decay over the length $L$ before it reaches the centre. The disturbance there is of order $e^{-2\pi L/w}$.

\section*{From disturbance to reading}

\textsc{Q.} That is a disturbance at the centre. I read a voltage at the end of an arm. How do you know that the reading has the same exponent, and which contacts matter?

\textsc{A.} Reciprocity answers both. Let $\phi$ be the true potential in the finite cross. Let $\psi_0$ be the potential in a cross with infinite arms when $I$ enters at 4 and leaves at 3. Apply Green's identity to the region of the finite cross. Both functions are harmonic and the free edges contribute nothing, so
\begin{equation}
\sum_j\int_{{\rm end}\,j}\left(\phi\,\partial_n\psi_0-\psi_0\,\partial_n\phi\right)dy=0 .
\label{green}
\end{equation}
On end $j$, $\phi=V_j$ is constant. The currents of $\psi_0$ are $+I$ at 4, $-I$ at 3 and zero elsewhere, so the first term sums to $R_sI(V_4-V_3)=R_sI^2R$.

For the second term, split each function into its average and its sine part; products of the two integrate to zero. The averages give $\sum_j\bar\psi_jR_sJ_j=R_sI(\bar\psi_1-\bar\psi_2)$. Here $\bar\psi_1$ and $\bar\psi_2$ do not depend on $L$, because arms 1 and 2 carry no net current in $\psi_0$. As $L\to\infty$ this is all that remains, so $\bar\psi_1-\bar\psi_2=IR_\infty$.

Now the sine parts. Let $a_j$ and $b_j$ be the amplitudes of $\sin(\pi y/w)e^{-\pi x/w}$ in arm $j$ for infinite arms, in the drive potential $\phi_0$ and in $\psi_0$ respectively. In the finite arm the contact makes the sine part of $\phi$ vanish at $x=L$:
\begin{equation}
a_j\sin\frac{\pi y}{w}\left(e^{-\pi x/w}-e^{-2\pi L/w}e^{\pi x/w}\right).
\end{equation}
Using the infinite-arm $a_j$ here is a leading-order step, since the returned field changes it by a relative amount of order $e^{-2\pi L/w}$. At $x=L$ both terms have the same slope, so the normal derivative is $-(2\pi/w)a_j\sin(\pi y/w)e^{-\pi L/w}$. Multiply by $b_j\sin(\pi y/w)e^{-\pi L/w}$ and use $\int\sin^2(\pi y/w)\,dy=w/2$. The result is $-\pi a_jb_je^{-2\pi L/w}$. Dividing the whole identity by $R_sI^2$ gives
\begin{equation}
R=R_\infty-\frac{\pi}{R_sI^2}\sum_{j=1}^4a_jb_j\,e^{-2\pi L/w}+O(e^{-4\pi L/w}).
\label{shift}
\end{equation}
The $n=2$ modes enter in the same way with twice the decay rate, hence in the remainder. One factor $e^{-\pi L/w}$ comes from the drive field reaching the contact, the other from the sensitivity of the reading to what happens there.

\section*{The prefactor}

\textsc{Q.} The four products might cancel, or the coefficient might be large. Can you calculate it?

\textsc{A.} Yes, by mapping the unit disc $|\zeta|<1$ onto the infinite cross, with $z$ measured from its centre. Harmonic functions stay harmonic and insulated edges stay insulated. The arm ends at infinity sit at $\zeta=1,i,-1,-i$, and the four inner corners lie halfway between them. An interior angle $3\pi/2$ gives $dz/d\zeta$ a square-root zero, and a strip end gives it a simple pole:
\begin{equation}
\frac{dz}{d\zeta}=A\,\frac{\sqrt{1+\zeta^4}}{1-\zeta^4}.
\end{equation}
Near $\zeta=1$, $1-\zeta^4\simeq4(1-\zeta)$, so $z\simeq-(A\sqrt2/4)\ln(1-\zeta)$. From one edge of the arm to the other, the phase of $1-\zeta$ changes by $\pi$. Hence $w=\pi A\sqrt2/4$ and $A=2\sqrt2\,w/\pi$.

To integrate, put $s=\sqrt2\,\zeta/\sqrt{1+\zeta^4}$. Then
\begin{equation}
\frac{ds}{d\zeta}=\frac{\sqrt2\,(1-\zeta^4)}{(1+\zeta^4)^{3/2}},\qquad
1-s^4=\frac{(1+\zeta^4)^2-4\zeta^4}{(1+\zeta^4)^2}=\frac{(1-\zeta^4)^2}{(1+\zeta^4)^2}.
\end{equation}
Their quotient is $ds/(1-s^4)=\sqrt2\,\sqrt{1+\zeta^4}\,d\zeta/(1-\zeta^4)$, so
\begin{equation}
dz=\frac{2w}{\pi}\frac{ds}{1-s^4}
=\frac w\pi\left(\frac1{1-s^2}+\frac1{1+s^2}\right)ds,\qquad
z=\frac w\pi\left(\operatorname{artanh}s+\arctan s\right).
\end{equation}

Far along arm 1, $\zeta\to1$ and $s\to1$. There $1-s^2=(1-\zeta^2)^2/(1+\zeta^4)\simeq2(1-\zeta)^2$, so
\begin{equation}
\operatorname{artanh}s=\ln(1+s)-\tfrac12\ln(1-s^2)\simeq\tfrac12\ln2-\ln(1-\zeta),
\end{equation}
while $\arctan s\to\pi/4$. The mouth is at distance $w/2$ from the centre, so $z=w/2+x+iy$. Solving for $1-\zeta$,
\begin{equation}
1-\zeta\simeq\kappa E,\qquad E=e^{-\pi(x+iy)/w},\qquad
\kappa=\sqrt2\,e^{-\pi/4}=0.645 .
\label{kappa}
\end{equation}

In the disc, a current $I$ entering at a boundary point spreads over an angle $\pi$ and gives $-(IR_s/\pi)\ln|\zeta-\zeta_0|$. On the circle the radial derivative of $\ln|\zeta-\zeta_0|$ is $1/2$ everywhere except at $\zeta_0$, so source and sink together leave the edge insulated:
\begin{equation}
\phi_0=\frac{IR_s}{\pi}\ln\left|\frac{\zeta-i}{\zeta-1}\right|,\qquad
\psi_0=\frac{IR_s}{\pi}\ln\left|\frac{\zeta+1}{\zeta+i}\right| .
\end{equation}
At $\zeta=1$ the logarithm in $\psi_0$ is $\ln(2/\sqrt2)=\frac12\ln2$; at $\zeta=i$ it is $-\frac12\ln2$. Thus $R_\infty=R_s\ln2/\pi$, which is the formula you use.

For the sine amplitudes, look along the arm at $\zeta=u$ and write $\zeta=u\zeta'$, with $1-\zeta'\simeq\kappa E$. A term $\ln|\zeta-\zeta_0|$ with $\zeta_0=ue^{i\theta}\neq u$ varies as $-\kappa\,{\rm Re}(cE)$, where
\begin{equation}
c=\frac{u}{u-\zeta_0}=\frac1{1-e^{i\theta}}=\frac12+\frac i2\cot\frac\theta2 .
\end{equation}
The part of ${\rm Re}(cE)$ odd in $y$ is $({\rm Im}\,c)\,e^{-\pi x/w}\sin(\pi y/w)$. So ${\rm Im}\,c$ is $+\frac12$ if $\zeta_0$ is the next arm anticlockwise, $-\frac12$ if it is the next clockwise, and 0 if it is opposite. An arm's own logarithm is even in $y$ and adds no sine. Adding the terms with their signs, for arms 1 to 4,
\begin{equation}
{\rm Im}\,c=\left(\tfrac12,\tfrac12,-\tfrac12,-\tfrac12\right)
\end{equation}
for $\phi_0$, and the same list for $\psi_0$. Each amplitude is $-(\kappa IR_s/\pi)\,{\rm Im}\,c$, so every product is positive: $a_jb_j=(\kappa IR_s/2\pi)^2$. The contacts do not cancel. Each of the four, whether it carries current or not, supplies a quarter of the error.

Equation~(\ref{shift}) becomes $R=R_s[\ln2/\pi-(\kappa^2/\pi)e^{-2\pi L/w}]$. Dividing by $R_\infty$, with $\kappa^2=2e^{-\pi/2}$,
\begin{equation}
\frac{R_{\rm rep}}{R_s}-1\simeq-C\,e^{-2\pi L/w},\qquad
C=\frac{2e^{-\pi/2}}{\ln2}=0.600 .
\label{result}
\end{equation}
The reported value is too low, because the contacts short part of the transverse voltage.

\section*{How short is too short}

\textsc{Q.} This is an expansion for long arms. Is $L=w$ long enough for it?

\textsc{A.} It is. A finite-element resistor network of the whole finite cross, which makes no use of the map, gives the errors below. Each is taken relative to the network's own reading for arms $2.5w$ long, so that most of the grid error cancels:
\begin{center}
\begin{tabular}{ccc}
$L/w$ & network (\%) & equation~(\ref{result}) (\%)\\
0.25 & $-12.14$ & $-12.47$\\
0.50 & $-2.574$ & $-2.592$\\
0.75 & $-0.538$ & $-0.539$\\
1.00 & $-0.1118$ & $-0.1120$
\end{tabular}
\end{center}
Between $L=w$ and $1.5w$ the network error decays at a rate $6.288/w$, against $2\pi/w=6.283/w$. The last digits of the network values are not converged. An exact conformal map of the finite cross gives $-2.575\,\%$ at $L=0.5w$, $-0.1120\,\%$ at $L=w$ and a rate $6.283/w$; the finite reference arms and the grid account for the difference. When one arm is shortened to $0.75w$ and the others are kept at $2.5w$, the error is 0.249 of the four-arm prediction, whichever arm is chosen.

The formula does fail as $L\to0$. The contacts then touch at the corners of the square and become one conductor, so $R=0$ and the error is $-100\,\%$, where (\ref{result}) would give $-60\,\%$. The limit is approached only logarithmically: the error is $-61\,\%$ at $L=0.01w$ and $-87\,\%$ at $L=10^{-6}w$.

For a permitted relative error $\varepsilon$, (\ref{result}) requires
\begin{equation}
\frac Lw=\frac1{2\pi}\ln\frac C\varepsilon ,
\end{equation}
which is 0.65 for 1\,\%, 1.02 for 0.1\,\% and 1.38 for 0.01\,\%. ``About one width'' is therefore the rule for an error near 0.1\,\%.

\textsc{Q.} Why not make the arms three widths long and forget the matter?

\textsc{A.} You may, but you pay in drive voltage. By (\ref{kappa}), $-\ln|1-\zeta|$ averages to $\pi x/w-\ln\kappa$ in arm 1, and the other logarithm in $\phi_0$ tends to $\ln|1-i|=\frac12\ln2$. With $\ln\kappa=\frac12\ln2-\pi/4$,
\begin{equation}
\bar\phi_0=\frac{IR_s}{\pi}\left(\frac{\pi x}{w}-\ln\kappa+\frac12\ln2\right)
=IR_s\left(\frac xw+\frac14\right).
\end{equation}
Arm 2 has the opposite value by symmetry, so the resistance between contacts 1 and 2 is $R_s(2L/w+1/2)$, up to exponentially small terms. The network gives $2.4997R_s$ at $L=w$. Each extra half width of arm adds $R_s$ to the drive resistance and divides the error by $e^{\pi}\simeq23$. Beyond one width you refine an error that is already about 0.1\,\% or less.

\section*{Real contacts and a titanium film}

\textsc{Q.} My contacts are metal pads lying on the film, with a contact resistivity $\rho_c$. Does that make the error worse?

\textsc{A.} Not in this model, if the pads are long. Under metal at potential $V$, the film loses a current $(\phi-V)/\rho_c$ per unit area. Hence $\nabla\cdot\mathbf K=-(\phi-V)/\rho_c$, or
\begin{equation}
\nabla^2\phi=\frac{\phi-V}{L_T^2},\qquad L_T=\sqrt{\rho_c/R_s}.
\end{equation}
With $k=\pi/w$, the sine mode decays under a long pad as $e^{-qx}$, where $q=\sqrt{k^2+1/L_T^2}$. Let $f$ and $g$ be the outgoing and returned sine amplitudes of $\phi$ at the pad edge. Continuity of value and slope requires
\begin{equation}
-kf+kg=-q(f+g)\quad\Rightarrow\quad \frac gf=-\frac{q-k}{q+k}.
\end{equation}
Let $h$ be the sine amplitude of $\psi_0$ there. The sine part of the integrand in (\ref{green}) is proportional to $(f+g)(-kh)-h(-kf+kg)=-2kgh$, so the error is proportional to $-g/f$. For an ideal contact $g=-f$; the pad therefore multiplies the error by
\begin{equation}
\Gamma=\frac{q-k}{q+k}<1 .
\end{equation}
The averages add nothing new. A sensing pad draws no net current, so the average potential beneath it equals $V$; the average drop at a driving pad is multiplied by the zero current of $\psi_0$ in that arm. For $L_T\to0$, $\Gamma\to1$. For $L_T\gg w$, $\Gamma\to0$: the mode hardly notices the metal, and the arm in effect continues. All this needs a pad length $d$ with $qd\gg1$, which for large $L_T$ means $d\gg w/\pi$. If the film ends with a shorter pad, its open end reflects the mode and $q$ is replaced by $q\tanh qd$. Then $\Gamma$ can be negative, so the reading is too high; it is $-0.53$ for $L_T=10w$ and $d=0.1w$. Its size stays below 1. For $L_T=0.1w$ and pads $0.5w$ long, the network gives 0.538 and the formula 0.539.

\textsc{Q.} Then put in my film: 50\,nm of titanium on 300\,nm of oxide, with $w=L=10\,\mu$m and 100\,$\mu$A.

\textsc{A.} I take a resistivity of $80\,\mu\Omega\,$cm, a rough typical value for such a thin film. Then
\begin{equation}
R_s=\frac{80\times10^{-6}\,\Omega\,{\rm cm}}{50\times10^{-7}\,{\rm cm}}=16.0\,\Omega\ \hbox{per square}.
\end{equation}
Long arms would give $R_\infty=0.2206\times16.0\,\Omega=3.530\,\Omega$. With $L=w$ the model gives $3.526\,\Omega$, a signal of $353\,\mu$V. You would report $15.98\,\Omega$ per square, which is 0.11\,\% low. The drive resistance is $2.5\times16.0\,\Omega=40\,\Omega$.

For $\rho_c=10^{-8}\,\Omega\,{\rm cm}^2$, an assumed value for a clean interface, $L_T=0.25\,\mu$m and $\Gamma=0.855$. The error shrinks to 0.096\,\%.

\textsc{Q.} Which of your assumptions would a real device break first?

\textsc{A.} That depends on the film, but an uncertain temperature is easily overlooked. I take a temperature coefficient of 0.3\,\% per kelvin, which is near the bulk value and probably high for so resistive a film. An uncertainty of 1\,K then shifts the resistance by 0.3\,\%, nearly three times the end-contact error. The end-contact error is only $0.4\,\mu$V of the $353\,\mu$V signal, so a thermoelectric or meter offset of $1\,\mu$V is 0.28\,\%; reversing the current removes it. Self-heating is negligible here: an arm dissipates $(I/w)^2R_s=1600\,{\rm W/m^2}$. Through oxide of conductivity $1.4\,{\rm W/(m\,K)}$ this warms it by 0.34\,mK above the substrate, or about $10^{-4}\,\%$ in resistance. Spreading into a silicon substrate adds roughly 0.08\,mK, and into glass roughly 9\,mK. Resistivity and contact resistivity vary with deposition and surface oxide, so use your own values. Film thickness may also vary across the wafer; if it changes little over the cross, the reading gives the local sheet resistance.

Etching that is equal on all edges matters less than you might fear. If each edge loses $0.2\,\mu$m, the width falls by 4\,\%, and a straight bar evaluated with its drawn width would be wrong by about that much. In the cross, $R_\infty$ does not contain $w$. The loss enters through $L/w$, now $10.2/9.6$, and the ideal-contact error falls from 0.112\,\% to 0.076\,\%. The numerical output lists these values. Unequal loss is another matter, because it breaks the symmetry behind $R_s\ln2/\pi$. If only one edge of one arm loses $0.2\,\mu$m, $R$ changes by about 2\,\%, and by about as much with the opposite sign when the contacts are rotated by $90^\circ$. Measure both configurations and average them, which cancels the shift to first order.

\section*{Table of computed values}
\begin{verbatim}
kappa, closed form: 0.644794; quadrature: 0.644794
sine amplitude /(I Rs), size in each arm: 0.10262
prefactor C: 0.59981
R_inf/Rs, ln2/pi: 0.220636; network: 0.220650
decay rate times w, network: 6.2875; 2 pi: 6.2832
L/w, error from network (%), error from formula (%)
  0.25  -12.13857  -12.46890
  0.50  -2.57360  -2.59203
  0.75  -0.53755  -0.53883
  1.00  -0.11182  -0.11201
  1.50  -0.00482  -0.00484
share of error from contacts 1-4: 0.2488 0.2488 0.2488 0.2488
drive resistance/Rs at L=w, network: 2.4997
contact factor, L_T=0.1w, network: 0.5380; formula: 0.5388
L/w for 1 % error: 0.652
L/w for 0.1 % error: 1.018
L/w for 0.01 % error: 1.385
Example: titanium film (rough typical inputs)
thickness: 50 nm
resistivity: 80 microohm cm
arm width and length: 10 micrometre
current: 100 microampere
true sheet resistance: 16.000 ohm per square
four-terminal resistance, long arms: 3.5302 ohm
four-terminal resistance, L=w: 3.5262 ohm
signal, L=w: 352.62 microvolt
reported sheet resistance: 15.9821 ohm per square
end-contact error: -0.1120 %
drive resistance between contacts 1 and 2: 40.00 ohm
contact resistivity: 1.0e-08 ohm cm2
transfer length: 0.250 micrometre
contact factor: 0.855; error: -0.0957 %
oxide: 300 nm, 1.4 W/(m K)
Joule heating of an arm: 0.343 mK
temperature coefficient: 0.30 %/K
resistance change from heating: 0.000103 %
resistance change for 1 K: 0.30 %
edge loss: 0.2 micrometre per edge
width change: -4.0 %
end-contact error after edge loss: -0.0756 %
\end{verbatim}
